# Why a Band-Edge Electron Removes the Vacuum Divergence of Charged Monolayer Defects

A model monolayer cell of 2 nm × 2 nm contains one ionised donor. If the donor's electron is replaced by a uniform background, stretching the cell from 2 nm to 12 nm, with nothing added but vacuum, raises the computed ionisation energy by 1.85 eV relative to a second calculation. In that second calculation the electron sits in the lowest conduction state of the layer, and its total energy, with the charge averaged over the plane, changes by only 0.0008 eV over the same range. Both cells are neutral. What differs is where the compensating charge lies.

## The model and the two accounts of ionisation

The cell has area \(A=L^2=4\ \mathrm{nm^2}\) and height \(H\), vacuum included, and is repeated in all three directions. \(A\) is held fixed while \(H\) varies, unless stated otherwise. The charge is averaged over the plane, and the electrons obey Kohn–Sham equations along \(z\) with local exchange and no correlation. The host has 5 electrons per nm² in its lowest subband, bound by a smooth well and balanced by a positive sheet of finite width. The donor is a charge \(+e\) centred 0.15 nm above the mid-plane. The second subband plays the conduction band; its edge \(\varepsilon_c\) lies 5.1 eV below the vacuum level and 2.5 eV above the bottom of the filled subband. Occupations are fixed.

In the background scheme the electron leaves for a reservoir at the host band edge, so the ionised system costs \(E_{\rm bg}+\varepsilon_c\). In the band-edge scheme it stays in the cell, in the second subband, and the cost is \(E_{\rm be}\). The energy of the neutral defect is subtracted in both cases and cancels from

\[
D=E_{\rm bg}+\varepsilon_c-E_{\rm be}.
\]

| \(H\) (nm) | \(D\) (eV) | \(E_{\rm be}(H)-E_{\rm be}(12)\) (eV) |
|---|---|---|
| 2 | 0.204 | −0.00080 |
| 4 | 0.558 | −0.00028 |
| 8 | 1.300 | −0.00007 |
| 12 | 2.050 | 0 |

## Only the planar average feels the vacuum

Let \(\rho(\mathbf G)=\int_{\rm cell}\rho\,e^{-i\mathbf G\cdot\mathbf r}d^3r\). Poisson's equation gives \(\varepsilon_0G^2\phi(\mathbf G)=\rho(\mathbf G)\), and the cell-averaged potential is set to zero. The electrostatic energy per cell is then

\[
E_{\rm es}=\frac12\int\rho\phi\,d^3r=\frac{1}{2\varepsilon_0AH}\sum_{\mathbf G\neq0}\frac{|\rho(\mathbf G)|^2}{G^2}.
\]

Take first the terms with an in-plane component \(G_\parallel\neq0\). Summing over \(G_z=2\pi n/H\) gives the interaction of two planes a distance \(z\) apart:

\[
\frac1H\sum_{n}\frac{e^{iG_zz}}{G_\parallel^2+G_z^2}=\frac{1}{2G_\parallel}\sum_{m}e^{-G_\parallel|z-mH|}.
\]

The term \(m=0\) belongs to a single layer. The others come from repeated layers and are at most of order \(e^{-2\pi H/L}\), apart from a factor set by the layer thickness, because the smallest \(G_\parallel\) is \(2\pi/L\). At \(H=4\) nm this is a few parts in a million. At \(H=2\) nm it is \(2\times10^{-3}\): for an unscreened ion of width 0.12 nm these terms then add about 0.006 eV, more than the planar change of \(E_{\rm be}\) in the table, although in-plane screening by the layer reduces them strongly. Any slow dependence on \(H\) therefore comes from \(G_\parallel=0\), the planar average.

Let \(\lambda(z)\) be the charge per unit length along \(z\) in one cell, counting everything bound to the layer but not the uniform background. Its moments are

\[
Q=\int\lambda\,dz,\qquad p=\int z\lambda\,dz,\qquad M_2=\int z^2\lambda\,dz .
\]

The periodic Green function obeys \(-g''=\delta(z)-1/H\) with zero mean. For \(0<z<H\) this means \(g=z^2/(2H)+bz+c\). The symmetry \(g(z)=g(H-z)\) gives \(b=-\tfrac12\), which also produces the required slope jump of −1 at the origin. The zero mean requires \(H/6-H/4+c=0\), so \(c=H/12\) and

\[
g(z)=-\frac{|z|}{2}+\frac{z^2}{2H}+\frac{H}{12},\qquad |z|\le H .
\]

A uniform background has density \(-Q/H\). It adds nothing to the potential, because \(\int g\,dz=0\), and nothing to \(\frac12\int\rho\phi\), because \(\phi\) has zero mean. Hence \(E_{\rm planar}=\frac{1}{2\varepsilon_0A}\iint\lambda(z)\lambda(z')g(z-z')\,dz\,dz'\). With

\[
\iint\lambda\lambda'(z-z')^2dz\,dz'=2QM_2-2p^2
\]

it becomes

\[
E_{\rm planar}=-\frac{1}{4\varepsilon_0A}\iint\lambda\lambda'|z-z'|\,dz\,dz'+\frac{QM_2-p^2}{2\varepsilon_0AH}+\frac{Q^2H}{24\,\varepsilon_0A}.
\]

The first term does not contain \(H\). The last grows without limit unless \(Q=0\). The charge in it is that of the layer, not that of the cell, which is zero in both schemes. A background spreads over the whole height: at \(H=8\) nm the region within 0.8 nm of the mid-plane keeps a net charge of \(0.80e\). With the band-edge electron that charge is zero to the printed digits, since the state lies wholly inside the region.

## Why screening does not help

The electrons rearrange when \(H\) changes, so the moments depend on \(H\). The self-consistent energy is, however, stationary with respect to the normalised orbitals at fixed occupations, so their first-order change does not contribute to \(dE/dH\). The kinetic energy, the host well and the local exchange do not contain \(H\) explicitly as long as the electron density vanishes at the cell boundary. Only the explicit derivative of the electrostatic energy is left:

\[
\frac{dE}{dH}=\frac{1}{\varepsilon_0A}\left[\frac{Q^2}{24}-\frac{QM_2-p^2}{2H^2}\right].
\]

Screening can alter \(p\) and \(M_2\), but it only moves charge within the layer and cannot alter \(Q\).

With \(e/\varepsilon_0=18.095\) V nm, the prefactor \(e^2/(\varepsilon_0A)\) is 4.524 eV/nm when moments are counted in units of \(e\). For the background scheme at \(H=4\) nm the solution has \(Q=1\), \(p=0.0310\) nm and \(M_2=0.1831\) nm², so

\[
\frac{dE_{\rm bg}}{dH}=4.5238\left[\frac1{24}-\frac{0.1831-0.0010}{32}\right]=0.1627\ \mathrm{eV/nm}.
\]

Differencing the total energies of two separate self-consistent solutions also gives 0.1627 eV/nm. These values belong to a grid step of 0.02 nm; in the converged limit \(M_2\) is 0.1827 nm² and the slope 0.1628 eV/nm. For the band-edge scheme \(Q=0\) and \(p=0.0284\) nm, and both routes give 0.000114 eV/nm.

The planar reduction was tested on a three-dimensional charge: a localised Gaussian ion of width 0.12 nm, with or without a band electron modulated along the plane. From \(H=4\) to 8 nm the energy rises by 0.7499 eV with the background and by 0.0064 eV with the band electron, in agreement with the moment formula to within 0.0001 eV. The second value exceeds that of the self-consistent model because here nothing screens the dipole.

## Where the energy is stored

Outside the layer, at \(z>0\), the field \(F=-d\phi/dz\) follows from \(g'=-\tfrac12+z/H\):

\[
F(z)=\frac{Q}{\varepsilon_0A}\left(\frac12-\frac zH\right)+\frac{p}{\varepsilon_0AH}.
\]

On the other side the first part changes sign and the second does not. Beside a layer of charge \(e\) the field approaches \(e/(2\varepsilon_0A)=22.6\) MV/cm, as Gauss's law requires, and the background brings it down linearly to zero at mid-vacuum. For a thin sheet the field energy is

\[
\frac{\varepsilon_0A}{2}\,2\int_0^{H/2}\left[\frac{Q}{\varepsilon_0A}\left(\frac12-\frac zH\right)\right]^2dz
=\frac{Q^2}{\varepsilon_0A}\,\frac{H}{3}\left(\frac12\right)^3=\frac{Q^2H}{24\varepsilon_0A},
\]

which is the divergent term. A taller cell has more vacuum filled with a field whose strength at the layer does not fall. In the self-consistent background model the field energy beyond 0.8 nm from the mid-plane rises from 0.163 eV at \(H=4\) nm to 0.772 eV at 8 nm. In the band-edge model it falls from 0.00027 to 0.00016 eV.

The neutral layer keeps a uniform vacuum field \(F_0=p/(\varepsilon_0AH)\), which zero average field imposes on a periodic stack of dipoles. It points along \(p\) and is produced by \(p\) itself, so it lowers the energy by \(\tfrac12pF_0=p^2/(2\varepsilon_0AH)\). This is why \(E_{\rm be}\) rises slightly towards its limit as the field dies out.

The dipole responds to this field. If the response is linear, \(p=p_\infty+\beta p/H\) with constant \(\beta\), so \(p=p_\infty/(1-\beta x)\) with \(x=1/H\). In terms of \(x\) the slope is \(dE/dx=-p^2/(2\varepsilon_0A)\). Integrating from \(x_2\) to \(x_1\),

\[
\int_{x_2}^{x_1}\frac{p_\infty^2\,dx}{(1-\beta x)^2}
=\frac{p_\infty^2(x_1-x_2)}{(1-\beta x_1)(1-\beta x_2)}=p_1p_2(x_1-x_2).
\]

Between 4 and 12 nm the dipole falls from 0.0284 to 0.0265 \(e\) nm, and

\[
E(12)-E(4)=\frac{4.524}{2}(0.0284)(0.0265)\left(\frac14-\frac1{12}\right)=0.00028\ \mathrm{eV},
\]

the change found in the total energies. Without any rearrangement the dipole would be 0.15 \(e\) nm, the donor's displacement times its charge; the host and the band electron together reduce it by a factor between five and six over this range of heights.

## The same ionisation, two orders of limits

The two schemes must agree for a truly isolated donor, provided the band electron stays in an extended host state and does not bind to the donor. To see how, let the second subband hold a fraction \(f\) of an electron, with the background supplying the rest. Stationarity gives \(dE/df=\varepsilon_c(f)\), so

\[
D=\int_0^1\left[\varepsilon_c^{\rm host}-\varepsilon_c(f)\right]df .
\]

The layer then carries the charge \((1-f)e\). Treated as a thin sheet, it sits at the potential \((1-f)e\,g(0)/(\varepsilon_0A)=(1-f)eH/(12\varepsilon_0A)\), which lowers the electron level. The part of \(D\) that grows with \(H\) is therefore

\[
D\simeq\frac{e^2H}{12\varepsilon_0A}\int_0^1(1-f)\,df=\frac{e^2H}{24\varepsilon_0A}.
\]

The remaining shifts of \(\varepsilon_c\) also come from one donor and at most one electron spread over the area \(A\), so to leading order they too scale as \(1/A\). At \(H=4\) nm, areas of 4, 16, 64 and 256 nm² give \(D=0.558\), 0.140, 0.0349 and 0.0087 eV, a factor of four at each step. In this planar model, where the band electron is uniform in the plane, letting \(A\to\infty\) at fixed \(H\) makes the schemes agree; letting \(H\to\infty\) at fixed \(A\) drives them apart.

The predicted slope is \(4.524/24=0.1885\) eV/nm, and between 8 and 12 nm \(D\) rises at 0.1875 eV/nm. The small deficit is the \(1/H\) term. The host's own second moment shifts \(E_{\rm bg}\) and \(\varepsilon_c\) oppositely and drops out, which leaves the second moment added on ionisation, about 0.043 \(e\) nm²: 0.033 from the donor charge itself and the rest from the response of the host electrons.

## When the band-edge state does not neutralise the layer

The argument needs a band-edge state bound to the layer. Suppose instead that the lowest empty state extends through the vacuum, with the frozen density \([1-\cos(2\pi z/H)]/H\), which vanishes at the layer. The cosine adds \(\tfrac12\) to the Fourier amplitudes \(n=\pm1\) of the total charge, in units of \(e\), making them \(\tfrac32\); for a thin donor sheet all others with \(n\neq0\) remain 1. The planar energy is

\[
\frac{e^2}{2\varepsilon_0AH}\,\frac{H^2}{4\pi^2}\left[2\cdot\frac94+2\left(\frac{\pi^2}{6}-1\right)\right]
=\frac{e^2H}{4\pi^2\varepsilon_0A}\left(\frac{\pi^2}{6}+\frac54\right).
\]

Its slope is 0.332 eV/nm, 1.76 times that of the uniform background, because this electron avoids the layer. If the state were allowed to relax, the donor's field would pull it inwards, but it would then no longer be the host state that defines the reference energy.

For an acceptor the signs reverse: \(Q=-e\) with a background, and \(Q=0\) with a hole in a layer-bound valence state. The divergence is the same, since it depends on \(Q^2\), but the background scheme has a further weakness. For electrons, mid-vacuum now lies below the layer by \(e^2[g(0)-g(H/2)]/(\varepsilon_0A)=e^2H/(8\varepsilon_0A)\), or 0.57 eV per nm of cell height. The bottom of the filled subband of this model lies 7.6 eV below vacuum. With the free-electron mass, 5 electrons per nm² fill it by \(\hbar^2k_F^2/(2m_e)=\pi\hbar^2n/m_e=1.2\) eV, so the highest occupied state is 6.4 eV below vacuum. In a thin-sheet estimate electrons would begin to spill out near \(H=11\) nm; the finite thickness of the layer moves this to about 12 nm.

## What remains in the plane

Neutralising the layer does not isolate the donor from its neighbours in the plane. For \(H\to\infty\) the terms with \(G_\parallel\neq0\) give a flat ion, with in-plane form factor \(f_G\), the energy

\[
\frac{e^2}{4\varepsilon_0L^2}\sum_{\mathbf G_\parallel\neq0}\frac{|f_G|^2}{G_\parallel},
\]

from which the integral for a single ion must be subtracted. For a point ion \(L\) is the only length, so the difference is \(-Ce^2/(4\pi\varepsilon_0L)\). The lattice sum for a square array in a neutralising sheet gives \(C=1.950\), or −1.40 eV at \(L=2\) nm; an ion width of 0.12 nm changes this to −1.39 eV. The error is common to both schemes only if the band-edge state is kept in its host form, which, like the background, has no charge components at these long in-plane wavelengths. If the lowest state is allowed to relax in the plane, the donor attracts it. With the screening length and mass used below, an electron that feels only the screened donor has a charge component at the smallest \(G_\parallel\) of about \(0.15e\) at \(L=2\) nm and about \(0.9e\) at \(L=8\) nm. Including the electron's own averaged repulsion, as density-functional calculations usually do, lowers these to about \(0.13e\) and \(0.8e\). At \(L=8\) nm it has become the bound donor state and the cell no longer describes an ionised donor.

The layer screens this interaction. Let its sheet polarisability be \(2\varepsilon_0r_0\). A potential \(\phi_G\) then induces the charge \(-2\varepsilon_0r_0G^2\phi_G\), and a sheet charge \(\sigma_G\) produces

\[
\phi_G=\frac{\sigma_G-2\varepsilon_0r_0G^2\phi_G}{2\varepsilon_0G}
\quad\Rightarrow\quad
\phi_G=\frac{\sigma_G}{2\varepsilon_0G(1+r_0G)} .
\]

With \(r_0=4\) nm, and the ion lying in the plane of an infinitely thin sheet, the errors at \(L=2\), 4 and 8 nm are −0.40, −0.29 and −0.20 eV. For an ion a height \(d=0.15\) nm above the sheet the same terms give −0.64, −0.35 and −0.21 eV, partly offset by the planar energy of the displaced charge, at most \(e^2d/(2\varepsilon_0A)=0.34\) eV at \(L=2\) nm; the value for the smallest cell is therefore only a rough estimate. They fall more slowly than \(1/L\) because \(r_0G\) is not small at these sizes. For \(L\gg2\pi r_0\) the screening factor tends to one at the smallest \(G\), and the bare law returns. Convergence with vacuum height is thus no sign of convergence with cell area.

## Beside a real monolayer

The cell side, \(r_0\) and the conduction mass of \(0.5\,m_e\) used below are rough values for the regime of monolayer MoS₂, where 2 nm is about six lattice constants. The host is not MoS₂: it has no atoms, and its 5 electrons per nm² are far fewer than the real valence density. This affects \(p\) and \(M_2\), but not the coefficient \(e^2/(24\varepsilon_0A)\).

Of the effects estimated here but left out of the planar energies, the largest is the screened in-plane error, roughly −0.4 eV for an ion in the plane of the sheet. One electron per cell is also a dense gas, \(n=2.5\times10^{13}\ \mathrm{cm^{-2}}\). With degeneracy \(\nu=4\), counting states gives \(n=\nu k_F^2/(4\pi)\), so the band fills to \(E_F=\hbar^2k_F^2/(2m)=2\pi\hbar^2n/(\nu m)=0.060\) eV, with a mean of 0.030 eV. This cost arises if the electron is spread over the sampled band, and is absent if it is held at the minimum. Thermal energy at 300 K is 0.026 eV.

A device can break two assumptions: its donors may be sparser, and the layer may be surrounded by a dielectric instead of vacuum. At \(10^{12}\) donors per cm² each has 100 nm², and the slope falls 25-fold, to 0.0075 eV/nm. If a dielectric of relative permittivity 4 filled the space around the layer, the field and its energy would fall by a further factor of four. The divergence itself belongs to the periodic cell with its background, not to the device. The full numerical output follows.

## Table of computed values

```
cell side 2.0 nm, area 4.0 nm^2, e/eps0 = 18.0951 V nm
host electrons 5.0 per nm^2, well depth 6.0 eV, half width 0.35 nm
donor height above mid-plane 0.15 nm, grid step 0.02 nm
host band edge relative to vacuum level: -5.115 eV
subband separation of host: 2.457 eV
band-edge state within |z| < 0.8 nm: 1.00000
H (nm) | D = E_backgr + eps_c - E_bandedge (eV) | E_bandedge(H) - E_bandedge(12) (eV)
  2.0 |    0.2043 |   -0.000796
  3.0 |    0.3775 |   -0.000441
  4.0 |    0.5582 |   -0.000283
  8.0 |    1.3003 |   -0.000067
 12.0 |    2.0502 |    0.000000
slope of D from 8 to 12 nm: 0.18749 eV/nm; e^2/(24 eps0 A): 0.18849 eV/nm
dE/dH at 4 nm, background: numeric 0.162742, moment formula 0.162744 eV/nm
dE/dH at 4 nm, band edge: numeric 0.000114, moment formula 0.000114 eV/nm
background, H=4 nm: Q 1.0000 e, p 0.03101 e nm, M2 0.18308 e nm^2
band edge, p at H=4 nm 0.02841, at 12 nm 0.02647 e nm
band edge, E(12)-E(4): 0.000283 eV; dipole formula 0.000283 eV
net charge within |z|<0.8 nm at H=8 nm: background 0.8025 e, band edge -0.00000 e
vacuum field energy at H=4 nm: background 0.1632 eV, band edge 0.000271 eV
vacuum field energy at H=8 nm: background 0.7723 eV, band edge 0.000163 eV
field beside charged layer e/(2 eps0 A): 22.62 MV/cm
D at H=4 nm, area     4 nm^2: 0.55822 eV
D at H=4 nm, area    16 nm^2: 0.13973 eV
D at H=4 nm, area    64 nm^2: 0.03495 eV
D at H=4 nm, area   256 nm^2: 0.00874 eV
3D sum, E(8)-E(4): background 0.74988 eV, band electron 0.00635 eV
vacuum-spread state: slope 0.33173 eV/nm, formula 0.33173 eV/nm, ratio to background 1.760
square-lattice sheet constant: 1.95013
in-plane error at 2 nm, no screening, point ion: -1.4041 eV
same, ion width 0.12 nm: sum -1.392244 eV, image series -1.392244 eV
in-plane error, side 2 nm, screening length 4 nm: -0.3979 eV
in-plane error, side 4 nm, screening length 4 nm: -0.2934 eV
in-plane error, side 8 nm, screening length 4 nm: -0.2004 eV
in-plane error, side 400 nm: sum -0.006908 eV, large-cell formula -0.006907 eV
one electron per cell: 2.50e+13 cm^-2
band-filling energy (mass 0.5, degeneracy 4): 0.0598 eV, mean 0.0299 eV
thermal energy at 300 K: 0.0259 eV
```
